# Néel or Bloch walls in narrow perpendicular nanowires

## The block estimate

Replace a domain wall by a uniformly magnetized block of length $a$ along the wire ($x$), width $w$ across it ($y$) and thickness $t$ ($z$). In a perpendicular wire the domains point along $\pm z$, and the moments at the wall centre lie in the plane. If they point along $x$ the wall is Néel; if they point along $y$ it is Bloch. The two magnetostatic energies differ by

$$E_N-E_B=\tfrac12\mu_0M_s^2\,awt\,(N_x-N_y),$$

where $N_x,N_y$ are the demagnetizing factors of the block. For $a=w$, exchanging $x$ and $y$ leaves the block unchanged, so $N_x=N_y$. For $w<a$ the Bloch orientation puts charge on the larger and closer pair of faces, $N_y>N_x$, and Néel wins. The crossover is at "width equals wall length".

This gives the right mechanism: edge charges penalize the Bloch wall in a narrow wire. The number is less reliable, because a real wall has no end faces. Take rough typical values for a thin Co/Ni multilayer: $M_s=0.60$ MA/m, exchange stiffness $A=10$ pJ/m, effective film anisotropy $K_{\rm eff}=0.30$ MJ/m³ and $t=2.0$ nm. The wall parameter is $\Delta=\sqrt{A/K_{\rm eff}}=5.77$ nm, and a common measure of wall width is $\pi\Delta=18.1$ nm. In a wire of that width, a block of that length costs 97 meV in either orientation. A smooth wall costs 28 meV as Néel and 68 meV as Bloch. It is far from its crossover, which lies near 40 nm.

## Energies of a smooth wall

Assume a straight wall, magnetization uniform through the thickness, and no interfacial Dzyaloshinskii–Moriya interaction (DMI). The profile is

$$\mathbf m=\big(\cos\phi\,s(x),\ \sin\phi\,s(x),\ \tanh(x/\Delta)\big),\qquad s(x)=\operatorname{sech}(x/\Delta),$$

with $\phi=0$ for Néel and $\phi=90^\circ$ for Bloch. At first $\phi$ is uniform and $\Delta$ is the same for both walls, so their exchange and anisotropy energies are equal and the magnetostatic energy decides.

The charges are a volume density $-M_s\cos\phi\,s'(x)$, sheets $\pm M_s\sin\phi\,s(x)$ on the edges $y=\pm w/2$, and sheets on the top and bottom faces. The volume charge is odd in $x$ and the edge charge is even, so their interaction vanishes. Both are even in $z$, while the top and bottom charges are odd, so those interactions vanish too. Hence, apart from a part independent of $\phi$,

$$E(\phi)=E_N\cos^2\phi+E_B\sin^2\phi .$$

Within this model the wall switches abruptly where $E_N=E_B$.

Each energy is $(\mu_0/8\pi)\iint\rho\rho'/|\mathbf r-\mathbf r'|$. Along $x$ it needs the correlation $C(u)=\int s(x)s(x+u)\,dx$. From $\tanh b-\tanh a=\sinh(b-a)/(\cosh a\cosh b)$,

$$s(x)s(x+u)=\frac{\tanh[(x+u)/\Delta]-\tanh(x/\Delta)}{\sinh(u/\Delta)} .$$

The numerator integrates to $2u$, so

$$C(u)=\frac{2u}{\sinh(u/\Delta)},\qquad C(0)=2\Delta,\qquad \int C\,du=\Big(\int s\,dx\Big)^2=\pi^2\Delta^2 .$$

Integrating $1/|\mathbf r-\mathbf r'|$ over both heights, at in-plane distance $r$, gives

$$P(r)=2\int_0^t\frac{t-\zeta}{\sqrt{r^2+\zeta^2}}d\zeta=2\Big[t\,\operatorname{asinh}\frac tr-\sqrt{r^2+t^2}+r\Big],$$

which tends to $t^2/r$ for $r\gg t$.

The Bloch wall has two equal self-energies and two cross terms of opposite sign:

$$E_B=\frac{\mu_0M_s^2}{8\pi}\,[2F(0)-2F(w)],\qquad F(d)=\int_{-\infty}^{\infty}C(u)\,P\big(\sqrt{u^2+d^2}\big)du .$$

For the Néel wall we need the correlation of $s'$. Differentiating $C$ twice, with one derivative moved to each factor by a shift of $x$, gives $\int s'(x)s'(x+u)dx=-C''(u)$. Therefore

$$E_N=\frac{\mu_0M_s^2}{8\pi}\int_{-\infty}^{\infty}[-C''(u)]\,Q(u)\,du,\qquad Q(u)=2\int_0^w(w-\eta)P\big(\sqrt{u^2+\eta^2}\big)d\eta .$$

These formulas hold for any $w$ and $t$ within the assumed profile. At $w=6\Delta$, $t=0.5\Delta$, a separate Fourier-space evaluation agreed with both to within 5 parts in $10^4$.

## Why the crossover lies at several wall parameters

Take $t\ll\Delta\ll w$. In the Néel energy use $P\approx t^2/r$:

$$\frac{Q}{t^2}\approx2\Big[w\operatorname{asinh}\frac w{|u|}-\sqrt{u^2+w^2}+|u|\Big]\approx2w\ln\frac{2w}{|u|}-2w+2|u|-\frac{u^2}{2w}.$$

The last form uses $\operatorname{asinh}(w/|u|)\approx\ln(2w/|u|)+u^2/4w^2$ and $\sqrt{u^2+w^2}\approx w+u^2/2w$. Now integrate against $-C''$, term by term.

- Constants drop out, because $\int C''du=0$.
- The logarithm gives $4w\int_0^\infty C''\ln u\,du=-4w\int_0^\infty (C'/u)\,du$. A second integration by parts, with $v=u/\Delta$, turns this into $8w\int_0^\infty[1/v^2-1/(v\sinh v)]dv$. The expansion $1/\sinh v=1/v+2\sum_{n\ge1}(-1)^n v/(v^2+n^2\pi^2)$ makes the integral $\sum(-1)^{n+1}/n=\ln2$. The result is $8w\ln2$.
- The term $2|u|$ gives $-4\int_0^\infty uC''du=-4C(0)=-8\Delta$.
- The last term gives $(1/2w)\int u^2C''du=(1/w)\int C\,du=\pi^2\Delta^2/w$.

Thus

$$E_N\approx\frac{\mu_0M_s^2t^2}{8\pi}\Big[8w\ln2-8\Delta+\frac{\pi^2\Delta^2}{w}\Big].$$

For the Bloch wall, $F(w)\approx t^2\pi^2\Delta^2/w$. In $F(0)$ the two charges lie on the same sheet, and $t^2/u$ cannot be used down to $u=0$. Split the integral at $L$ with $t\ll L\ll\Delta$. Below $L$, $C\approx2\Delta$ and

$$\int_0^LP\,du\approx2\int_0^t(t-\zeta)\ln\frac{2L}{\zeta}\,d\zeta=t^2\Big[\ln\frac{2L}t+\frac32\Big].$$

Above $L$,

$$\int_L^\infty C\,\frac{t^2}{u}\,du=2\Delta t^2\ln\coth\frac{L}{2\Delta}\approx2\Delta t^2\ln\frac{2\Delta}{L}.$$

Adding the parts and doubling for both signs of $u$, $L$ cancels: $F(0)\approx4\Delta t^2[\ln(4\Delta/t)+3/2]$. Hence

$$E_B\approx\frac{\mu_0M_s^2t^2}{8\pi}\Big[8\Delta\Big(\ln\frac{4\Delta}t+\frac32\Big)-\frac{2\pi^2\Delta^2}{w}\Big].$$

The Néel cost grows in proportion to the width, since every slice of wire adds volume charge. The Bloch cost saturates, since a wide wire still has only two edges. Equating the brackets and dividing by $8\Delta$ gives

$$\boxed{\ \ln2\,\frac{w_c}\Delta+\frac{3\pi^2}8\frac\Delta{w_c}=\ln\frac{4\Delta}t+\frac52\ }$$

With $b=\ln(4\Delta/t)+5/2$, the relevant root is

$$\frac{w_c}\Delta=\frac{b+\sqrt{b^2-\tfrac32\pi^2\ln2}}{2\ln2}.$$

The smaller root violates $w\gg\Delta$ and is discarded.

The logarithm shows what the block misses. The edge charge stays on a sheet of height $t$, and its self-energy, measured in units of $t^2$, keeps growing as the film thins. The Néel charge is spread along $x$ over a distance of order $\Delta$, which removes that logarithm. A block places both kinds of charge on sheets, so the logarithms balance at $a=w$.

Solving $E_N=E_B$ numerically gives $w_c/\Delta=12.9$, 10.8, 8.5 and 7.1 for $t/\Delta=0.005$, 0.02, 0.1 and 0.3. The thin-film law gives 12.8, 10.8, 8.3 and 6.5. It is good for very thin films and falls 8% below the numerical value at the last point.

## The example and the first thickness correction

For the Co/Ni-like wire $t/\Delta=0.346$, so $b=\ln11.55+2.5=4.95$ and the law gives $w_c=6.29\Delta=36.3$ nm. The full integrals give $6.96\Delta=40.2$ nm at fixed $\Delta$. Their energies, in meV, are:

| $w$ (nm) | $E_N$ | $E_B$ | $E_N-E_B$ |
|---:|---:|---:|---:|
| 10 | 12.0 | 60.0 | −48.0 |
| 20 | 31.4 | 69.0 | −37.5 |
| 40 | 74.6 | 74.9 | −0.3 |
| 60 | 119.4 | 77.2 | 42.2 |
| 80 | 164.6 | 78.4 | 86.3 |

From 40 to 80 nm the Néel energy more than doubles, while the Bloch energy rises by 5%.

The shortfall of the law can be traced. Replacing $P$ by $t^2/r$ is wrong at $r\lesssim t$, where $-C''\approx-C''(0)=2/(3\Delta)$. The omitted part of $\int(-C'')Q\,du$ is, to first order, $-C''(0)\,w$ times the area integral of $P-t^2/r$. For one pair of heights separated by $\zeta$,

$$\int_0^\infty2\pi r\Big[\frac1{\sqrt{r^2+\zeta^2}}-\frac1r\Big]dr=-2\pi|\zeta| .$$

Integrating over both heights uses $\iint|z-z'|dz\,dz'=t^3/3$, so the correction is $-4\pi wt^3/(9\Delta)$. It replaces $\ln2$ in the Néel energy by $\ln2-\pi t/(18\Delta)$.

At $w=40$ nm, $w/\Delta=6.93$, and the prefactor $\mu_0M_s^2t^2\Delta/8\pi$ is $\tfrac12(43.24\ \text{meV})(0.346)^2=2.59$ meV. The uncorrected Néel bracket, in units of $\Delta$, is $38.4-8+1.4=31.8$, or 83 meV. The correction subtracts 3.4 and leaves 74 meV, close to the full 74.6 meV. The Bloch bracket is $31.57-2.85=28.72$, or 74.5 meV, already close to the full 74.9 meV. With the corrected coefficient $0.693-0.060=0.633$ in the crossover equation, $w_c\approx6.98\Delta$, within 1% of the full integral. For $t/\Delta$ of a few tenths this corrected form is the better hand estimate.

## What changes when the wall may relax

**Wall width.** The two walls need not choose the same $\Delta$. The total energy to minimize is

$$E(\Delta)=2wt\Big(\frac A\Delta+K_u\Delta\Big)+E_{N,B}(\Delta)+E_z(\Delta),\qquad K_u=K_{\rm eff}+\tfrac12\mu_0M_s^2 .$$

The local terms follow from $\int s^2dx=2\Delta$. $E_z$ is the energy of the top and bottom charges relative to a uniform domain. Its correlation follows from $1-\tanh a\tanh b=\cosh(b-a)/(\cosh a\cosh b)$, which gives

$$\int\Big[1-\tanh\frac x\Delta\tanh\frac{x+u}\Delta\Big]dx=C(u)\cosh\frac u\Delta=2u\coth\frac u\Delta .$$

With $H(r)=2[w\operatorname{asinh}(w/r)-\sqrt{r^2+w^2}+r]$, the analogue of $P$ for lines of length $w$,

$$E_z=-\frac{\mu_0M_s^2}{4\pi}\int_{-\infty}^{\infty}2u\coth\frac u\Delta\,\big[H(|u|)-H(\sqrt{u^2+t^2})\big]du .$$

The minus sign appears because the wall removes top and bottom charge energy that the domain would have. Minimizing separately for each wall moves the crossover to 37.3 nm, 7% below the fixed-$\Delta$ value. There $\Delta$ is 5.49 nm for Néel and 5.35 nm for Bloch, both below the film value. This still imposes the sech shape; freeing the profile along $x$, at uniform $\phi$, raises the crossover by about 0.5 nm, to 37.8 nm.

**Canting across the wire.** Now let $\phi$ depend on $y$, with $\Delta$ again fixed at 5.77 nm. Each magnetostatic energy becomes a double integral over $y$ and $y'$, with kernel $g_N$ multiplying $\cos\phi\cos\phi'$ and $g_B$ multiplying $\sin\phi\sin\phi'$. Exchange adds $2A\Delta t\int(d\phi/dy)^2dy$.

Write $\phi=\bar\phi+\delta(y)$, where $\delta$ has zero mean. The term linear in $\delta$ is

$$\sin2\bar\phi\int\delta(y)\,[b(y)-n(y)]\,dy,\qquad n(y)=\int g_N\,dy',\quad b(y)=\int g_B\,dy' .$$

Because $b-n$ varies across the wire, a mixed wall gains energy by varying its angle. If exchange dominates the stiffness against $\delta$, that stiffness hardly depends on $\bar\phi$, and the gain is $G\sin^22\bar\phi$:

$$E\approx E_B+(E_N-E_B)\cos^2\bar\phi-G\sin^22\bar\phi .$$

Near $\bar\phi=0$ the coefficient of $\bar\phi^2$ is $-(E_N-E_B)-4G$. The Néel wall is therefore stable only for $E_N-E_B<-4G$. The same expansion about $90^\circ$ makes Bloch stable only for $E_N-E_B>4G$. Between these limits the wall is canted, and the abrupt switch becomes a continuous rotation with width.

Numerically, dividing the wire into strips gives a pure Néel wall stable below 38.5 nm and a pure Bloch wall stable above 42.6 nm. At 40 nm the lowest state found has $\phi=45^\circ$ in the middle and $41^\circ$ at the edge, so the edges lean towards Néel. It lies 0.81 meV below the better uniform pure wall with 20 strips; finer strips give 0.82 meV and leave the two stability limits unchanged to the digits shown.

The simple formula accounts for the window. At 40 nm a uniform wall near $45^\circ$ lies about $0.34/2=0.17$ meV above the Néel wall, so $G\approx0.81+0.17=0.98$ meV. The energy difference has slope 2.05 meV/nm at the crossover. The half-width of the window is then $4(0.98)/2.05\approx1.9$ nm, against 1.6 nm below and 2.4 nm above in the strip calculation. Canting and relaxation of $\Delta$ were treated separately; their combined effect was not computed.

## Temperature and DMI

At 300 K, $k_BT=25.9$ meV. With the slope above, a width change of $25.9/2.05\approx13$ nm is worth one $k_BT$. Interpolating the fixed-$\Delta$ energies, the two walls differ by less than $k_BT$ from roughly 27 to 52 nm; relaxing $\Delta$, which lowers the crossover by about 3 nm, shifts these limits. In equilibrium a single wall in that range fluctuates between orientations, and the narrow canting window is not resolved as a sharp change. Even at 80 nm the preference for Bloch is only about $3.3\,k_BT$. These figures concern equilibrium energies; they say nothing about the rate of reorientation.

Interfacial DMI can remove the crossover. Take its energy density as $D(m_z\partial_xm_x-m_x\partial_xm_z)$. For the assumed profile this is

$$-\frac{D\cos\phi}{\Delta}\big(s\tanh^2+s^3\big)=-\frac{D\cos\phi}{\Delta}\,s(x),$$

whose volume integral is $-\pi Dwt\cos\phi$. The sign of $D$ selects one Néel sense. With $c=\cos\phi$ measured along the favored sense, minimize $(E_N-E_B)c^2-\pi|D|wtc$. For $E_N>E_B$ the minimum is at $c=\pi|D|wt/[2(E_N-E_B)]$, until this reaches one. If the angle is uniform across the wire, the wall is fully Néel when

$$|D|\ge\frac{2(E_N-E_B)}{\pi wt}.$$

At 80 nm this is $2(86.3)/(\pi\cdot80\cdot2.0)=0.343$ meV/nm², or 0.055 mJ/m². An angle free to vary across the wire needs a somewhat larger $|D|$, because the middle of the wire, far from the edge charges, favors Bloch more strongly than the average over the width. The threshold rises with width towards a limit set by the Néel energy per unit width. From the 60 and 80 nm entries that energy is about $(164.6-119.4)/20=2.26$ meV/nm, which gives a limit near 0.12 mJ/m².

## Use in device design

The example parameters are rough values for the Co/Ni class, and a given stack should be recalculated from its own $M_s$, $A$, $K_{\rm eff}$ and magnetic thickness. The absence of DMI is an assumption that must be checked. Heavy-metal interfaces such as Pt/Co can supply a few tenths of a mJ/m² or more. For the example's $M_s$ and $t$ that exceeds the threshold at any width, so the wall stays Néel and no geometric crossover remains. The limiting threshold grows with $M_s^2t$, so it too should be recalculated for another stack. Edge roughness, pinning, tilted walls and the layer structure of the multilayer are also left out, and their effect on the crossover has not been sized here.

For a stack whose DMI is known to be well below the threshold, three steps follow.

1. Estimate $w_c$ from the thin-film law with the corrected coefficient, not from $w=\pi\Delta$. For the example the latter gives 18 nm instead of about 40 nm.
2. Allow for relaxation and canting. Here they amount to a few nanometres, so a design that relies on one wall type should not sit within that distance of $w_c$.
3. Compare $|E_N-E_B|$ with $k_BT$ at the operating temperature. Widening the wire strengthens a preference for Bloch steadily, because $E_N$ keeps growing while $E_B$ saturates. Narrowing it helps Néel only up to a point, because both energies vanish as $w\to0$. In the example the preference for Néel peaks near 9 nm, at about 48 meV for fixed $\Delta$ and about 41 meV when $\Delta$ relaxes; both are less than $2\,k_BT$ at 300 K, so width alone cannot secure a Néel wall there. At fixed $\Delta$ and $w$ both energies scale as $M_s^2$, and in the thin limit roughly as $t^2$, so at fixed $\Delta$ a larger moment strengthens the preference. In a real stack a larger $M_s$ at fixed $K_u$ also lowers $K_{\rm eff}$, widens $\Delta$ and raises $w_c$, so the crossover must be recomputed. A thicker film does so too when $w$ is well away from $w_c$. It also lowers $w_c$, however, so in a wire only slightly narrower than $w_c$ it can weaken or reverse the preference for Néel. If a Néel wall is wanted, deliberate DMI is the more direct means.

When wall type is used as evidence about DMI, the width must be considered first. In a wire narrower than $w_c$ the Néel wall has the lower energy even without DMI, so finding one there is not by itself evidence of DMI. A consistent handedness, the same in up–down and down–up walls, would be stronger evidence, because without DMI the two Néel senses have equal energy in this model. In a wire so far above $w_c$ that the preference for Bloch is many $k_BT$, a persistent Néel wall points to DMI or to another effect outside this model. The complete values for the example are in the numerical output.

## Computed results

```
Ms 0.60 MA/m, A 10.0 pJ/m, K_eff 0.30 MJ/m3
thickness t 2.00 nm, temperature 300 K
wall parameter D 5.774 nm, pi*D 18.14 nm, t/D 0.3464
energy unit mu0 Ms^2 D^3/(4 pi) 43.242 meV
width nm | E_Neel meV | E_Bloch meV | E_Neel-E_Bloch meV
  10 |    12.03 |    60.00 |   -47.97
  20 |    31.43 |    68.96 |   -37.54
  30 |    52.65 |    72.80 |   -20.16
  40 |    74.58 |    74.93 |    -0.34
  60 |   119.35 |    77.19 |    42.17
  80 |   164.63 |    78.36 |    86.27
crossover, fixed D: 40.17 nm = 6.957 D
thin-film law: 36.30 nm = 6.287 D
t/D | w_c/D by root finding | w_c/D by thin-film law
0.005 | 12.858 | 12.835
0.020 | 10.822 | 10.754
0.100 | 8.533 | 8.284
0.300 | 7.124 | 6.525
at w = pi*D: block of length pi*D 96.75 meV
  smooth wall there: Neel 27.62 meV, Bloch 67.88 meV
crossover with relaxed D: 37.33 nm
  relaxed D: Neel 5.494 nm, Bloch 5.351 nm
pure Neel wall stable below 38.53 nm (fixed D)
pure Bloch wall stable above 42.56 nm (fixed D)
width nm | angle from Neel: middle, edge deg | gain over uniform meV
 30 | 0.0, 0.0 | 0.000
 35 | -0.0, 0.0 | 0.000
 40 | 45.4, 41.4 | 0.812
 45 | 90.0, 90.0 | 0.000
 60 | 90.0, 90.0 | 0.000
kT 25.85 meV; slope of E_Neel-E_Bloch at w_c 2.052 meV/nm
width change worth kT 12.60 nm
DMI that makes the 80 nm wire fully Neel: 0.0550 mJ/m2
```
